# Reduced one-bond couplings of the group-14 hydrides and valence s densities: test program

```python
"""
Result under test: the reduced coupling K = 4 pi^2 J / (h gamma_X gamma_H)
of the hydrides XH4 (X = C, Si, Ge, Sn) grows faster than the valence s
density of the free atom X at its nucleus.

J      one-bond coupling in Hz;  gamma  gyromagnetic ratio in rad/s/T
K      reduced coupling in T^2/J
D      contact strength of the valence s orbital in a0^-3; it is |psi(0)|^2
       without relativity and -(c/pi) Int P Q / r^2 dr for a Dirac orbital
P, Q   large and small radial functions; kappa is the Dirac quantum number
Bond model: K = (2 mu0 g muB/3)^2 w (sin cos)^2 D_X D_H / gap,
       w = s weight of the hybrid on X, D_H = 1/pi for hydrogen 1s.
Atoms: spherical, exchange-only LDA, point nucleus, atomic units.
"""
import numpy as np
from scipy import constants as const
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh
from pyscf import gto, dft

h, hbar = const.h, const.hbar
mu0 = const.mu_0
muB = const.value('Bohr magneton')
muN = const.value('nuclear magneton')
a0 = const.value('Bohr radius')
g_e = abs(const.value('electron g factor'))
gamma_H = const.value('proton gyromag. ratio')
alpha = const.value('fine-structure constant')
c_au = 1.0 / alpha

# J in Hz, nuclear moment in nuclear magnetons, nuclear spin,
# nuclear charge, electrons in the successive s, p, d shells
systems = {
    'C':  (125.0, 0.702412, 0.5, 6, [[2, 2], [2]]),
    'Si': (-202.0, -0.55529, 0.5, 14, [[2] * 3, [6, 2]]),
    'Ge': (-98.0, -0.879468, 4.5, 32, [[2] * 4, [6, 6, 2], [10]]),
    'Sn': (-1930.0, -1.04728, 0.5, 50,
           [[2] * 5, [6, 6, 6, 2], [10, 10]]),
}

# ---------- reduced couplings and the two-spin spectrum ----------


def spin_matrices(spin):
    m = np.arange(spin, -spin - 1, -1)
    plus = np.diag(np.sqrt(spin * (spin + 1) - m[1:] * (m[1:] + 1)), 1)
    return (plus + plus.T) / 2, (plus - plus.T) / 2j, np.diag(m)


def line_spacing(K, gamma_X, spin, field=10.0):
    """Signed spacing of neighbouring proton lines, from diagonalization."""
    proton, other = spin_matrices(0.5), spin_matrices(spin)
    n = int(2 * spin + 1)
    moments_H = [hbar * gamma_H * np.kron(s, np.eye(n)) for s in proton]
    moments_X = [hbar * gamma_X * np.kron(np.eye(2), s) for s in other]
    ham = -field * (moments_H[2] + moments_X[2])
    ham = ham + K * sum(a @ b for a, b in zip(moments_H, moments_X))
    energy, vec = np.linalg.eigh(ham / h)
    level = energy[np.argmax(abs(vec), axis=1)]
    lines = level[n:] - level[:n]
    return lines[1] - lines[0]


gamma, K = {}, {}
for name, (J, moment, spin, Z, shells) in systems.items():
    gamma[name] = moment * muN / (spin * hbar)
    K[name] = 4 * np.pi**2 * J / (h * gamma[name] * gamma_H)
    spacing = line_spacing(K[name], gamma[name], spin)
    assert abs(spacing / J - 1) < 1e-4, (name, spacing)

# ---------- contact coupling of one two-electron bond ----------


def bond_energy(lam_X, lam_H, hop, offset):
    """Orbitals s, p on X and 1s on H; opposite fields for the two spins."""
    hybrid = np.array([0.5, np.sqrt(0.75), 0.0])
    empty = np.array([np.sqrt(0.75), -0.5, 0.0])
    hyd = np.array([0.0, 0.0, 1.0])
    ham = -hop * (np.outer(hybrid, hyd) + np.outer(hyd, hybrid))
    ham = ham + offset * np.outer(hyd, hyd) + 5 * np.outer(empty, empty)
    field = np.diag([lam_X, 0.0, lam_H]) / 2
    return sum(np.linalg.eigvalsh(ham + s * field)[0] for s in (1, -1))


step = 0.01
for hop, offset in ((0.5, 0.0), (0.5, 0.3), (0.4, -0.5)):
    mixed = sum(s * t * bond_energy(s * step, t * step, hop, offset)
                for s in (1, -1) for t in (1, -1)) / (4 * step**2)
    gap = np.sqrt(offset**2 + 4 * hop**2)
    angle = 0.5 * np.arctan2(2 * hop, offset)
    formula = 0.25 * (np.sin(angle) * np.cos(angle))**2 / gap
    assert abs(mixed / formula - 1) < 2e-3, (mixed, formula)

# ---------- radial atoms in a Gaussian basis ----------
x = np.linspace(np.log(1e-7), np.log(40.0), 1400)
r = np.exp(x)
weight = r * (x[1] - x[0])
full_basis = 0.02 * 2.1**np.arange(33)


def make_channel(kappa, exps):
    """Basis g, its kinetic partner f = g' + kappa g/r, and S, T matrices."""
    l = kappa if kappa > 0 else -kappa - 1
    a = exps[:, None]
    gauss = np.exp(-a * r**2)
    g = r**(l + 1) * gauss
    f = ((l + 1 + kappa) * r**l - 2 * a * r**(l + 2)) * gauss
    norm = np.sqrt((g**2) @ weight)[:, None]
    g, f = g / norm, f / norm
    return g, f, (g * weight) @ g.T, 0.5 * (f * weight) @ f.T


def solve_channel(channel, v, count, relativistic):
    g, f, S, T = channel
    V = (g * (weight * v)) @ g.T
    n = len(S)
    if not relativistic:
        e, vec = eigh(T + V, S)
        vec = vec[:, :count]
        return e[:count], vec.T @ g, vec.T @ f / (2 * c_au)
    W = (f * (weight * v)) @ f.T / (4 * c_au**2)
    zero = np.zeros_like(S)
    ham = np.block([[V, T], [T, W - T]])
    metric = np.block([[S, zero], [zero, T / (2 * c_au**2)]])
    e, vec = eigh(ham, metric)
    vec = vec[:, n:n + count]          # skip the negative continuum
    return e[n:n + count], vec[:n].T @ g, vec[n:].T @ f / (2 * c_au)


def contact(P, Q):
    return -c_au / np.pi * np.sum(weight * P * Q / r**2)


def solve_atom(Z, shells, relativistic, exps=full_basis):
    parts = []
    for l, occ in enumerate(shells):
        occ = np.array(occ, float)
        for kappa in ([-1] if l == 0 else [l, -l - 1]):
            share = abs(kappa) / (2 * l + 1)
            parts.append((make_channel(kappa, exps), occ * share))
    screen = (Z - 1) / r * (1 - np.exp(-r * Z**(1 / 3)))
    for iteration in range(400):
        density = np.zeros_like(r)
        kinetic = 0.0
        for index, (channel, occ) in enumerate(parts):
            e, P, Q = solve_channel(channel, -Z / r + screen, len(occ),
                                    relativistic)
            density += occ @ P**2
            if relativistic:
                density += occ @ Q**2
            kinetic += 2 * c_au**2 * (occ @ (Q**2 @ weight))
            if index == 0:
                valence = (P[-1], Q[-1])
        inner = CubicSpline(x, density * r).antiderivative()(x)
        outer = CubicSpline(x, density).antiderivative()(x)
        hartree = inner / r + outer[-1] - outer
        v_x = -(3 * density / (4 * np.pi**2 * r**2))**(1 / 3)
        change = hartree + v_x - screen
        if np.max(abs(r * change)) < 1e-5:
            break
        screen = screen + 0.3 * change
    else:
        raise AssertionError('atom not converged')
    potential = np.sum(weight * density
                       * (-Z / r + 0.5 * hartree + 0.75 * v_x))
    return valence, kinetic, potential


# hydrogenlike ions: closed formulas for both kinds of contact strength
s_channel = make_channel(-1, full_basis)
ion_factor = {}
for Z in (6, 32, 50):
    _, P, Q = solve_channel(s_channel, -Z / r, 1, False)
    plain = contact(P[0], Q[0])
    assert abs(plain / (Z**3 / np.pi) - 1) < 0.01, (Z, plain)
    _, P, Q = solve_channel(s_channel, -Z / r, 1, True)
    root = np.sqrt(1 - (Z * alpha)**2)
    ion_factor[Z] = contact(P[0], Q[0]) / (Z**3 / np.pi)
    assert abs(ion_factor[Z] * root * (2 * root - 1) - 1) < 0.015, Z

# magnesium: the same functional and basis in an independent code
mg_exps = 0.03 * 2.3**np.arange(20)
mol = gto.M(atom='Mg 0 0 0', verbose=0, basis={
    'Mg': [[l, [float(a), 1.0]] for l in (0, 1) for a in mg_exps]})
mf = dft.RKS(mol)
mf.xc = 'lda,'
mf.grids.level = 4
mf.kernel()
assert mf.converged
orbital_0 = mol.eval_gto('GTOval_sph', np.zeros((1, 3))) @ mf.mo_coeff[:, 5]
mg_reference = float(orbital_0[0]**2)
(P, Q), kin, pot = solve_atom(12, [[2, 2, 2], [6]], False, mg_exps)
mg_density = (P[0] / r[0])**2 / (4 * np.pi)
assert abs(kin + pot - mf.e_tot) < 2e-3, (kin + pot, mf.e_tot)
assert abs(mg_density / mg_reference - 1) < 3e-3

# the four atoms
D_nr, D_rel, virial = {}, {}, {}
for name, (J, moment, spin, Z, shells) in systems.items():
    (P, Q), kin, pot = solve_atom(Z, shells, False)
    D_nr[name] = (P[0] / r[0])**2 / (4 * np.pi)
    virial[name] = -pot / kin
    assert abs(virial[name] - 2) < 2e-4, (name, virial[name])
    assert abs(contact(P, Q) / D_nr[name] - 1) < 2e-3, name
    (P, Q), _, _ = solve_atom(Z, shells, True)
    D_rel[name] = contact(P, Q)

# ---------- comparison ----------
names = list(systems)
K_ratio = {n: K[n] / K['C'] for n in names}
D_ratio = {n: D_rel[n] / D_rel['C'] for n in names}
prefactor = (2 * mu0 * g_e * muB / 3)**2 / 16
gap_eff = {n: prefactor * D_rel[n] / np.pi / a0**6 / K[n] / const.e
           for n in names}
for low, high in zip(names, names[1:]):
    assert 0 < K[low] < K[high]
    assert D_rel[low] < D_rel[high]
for n in names[1:]:
    assert K_ratio[n] > D_ratio[n] > 1

print(f'gamma(1H) = {gamma_H/1e7:.4f} 10^7 rad/s/T')
for n in names:
    J, moment, spin = systems[n][:3]
    print(f'{n}H4: J = {J:.0f} Hz, moment = {moment:.5f} muN, I = {spin}, '
          f'gamma = {gamma[n]/1e7:.4f} 10^7 rad/s/T')
for n in names:
    print(f'{n}H4: K = {K[n]/1e19:.1f} 10^19 T^2/J, '
          f'K/K(CH4) = {K_ratio[n]:.2f}, '
          f'|J/J(CH4)| = {abs(systems[n][0]/systems["C"][0]):.2f}')
for n in names:
    print(f'{n} atom: D nonrel = {D_nr[n]:.2f} a0^-3, '
          f'D rel = {D_rel[n]:.2f} a0^-3, '
          f'rel/nonrel = {D_rel[n]/D_nr[n]:.3f}')
for n in names:
    print(f'{n}: D/D(C) nonrel = {D_nr[n]/D_nr["C"]:.2f}, '
          f'rel = {D_ratio[n]:.2f}, '
          f'residual K growth / D rel growth = {K_ratio[n]/D_ratio[n]:.2f}')
for low, high in zip(names, names[1:]):
    print(f'{low} to {high}: K factor = {K[high]/K[low]:.2f}, '
          f'D rel factor = {D_rel[high]/D_rel[low]:.2f}, '
          f'D nonrel factor = {D_nr[high]/D_nr[low]:.2f}')
print(f'hydrogen 1s density = {1/np.pi:.4f} a0^-3')
print(f'prefactor mu0^2 g^2 muB^2/36 = {prefactor:.4e} T^2 J^0 m^6')
for n in names:
    print(f'{n}H4: effective gap of bond model = {gap_eff[n]:.2f} eV')
print(f'Mg 3s density: radial code {mg_density:.4f}, '
      f'pyscf {mg_reference:.4f} a0^-3')
print(f'hydrogenlike Z=50 1s relativistic factor = {ion_factor[50]:.3f}')
print(f'largest virial error = '
      f'{max(abs(v - 2) for v in virial.values()):.1e} (no unit)')
print('OK')
```

Running it gives:

```
gamma(1H) = 26.7522 10^7 rad/s/T
CH4: J = 125 Hz, moment = 0.70241 muN, I = 0.5, gamma = 6.7283 10^7 rad/s/T
SiH4: J = -202 Hz, moment = -0.55529 muN, I = 0.5, gamma = -5.3190 10^7 rad/s/T
GeH4: J = -98 Hz, moment = -0.87947 muN, I = 4.5, gamma = -0.9360 10^7 rad/s/T
SnH4: J = -1930 Hz, moment = -1.04728 muN, I = 0.5, gamma = -10.0317 10^7 rad/s/T
CH4: K = 41.4 10^19 T^2/J, K/K(CH4) = 1.00, |J/J(CH4)| = 1.00
SiH4: K = 84.6 10^19 T^2/J, K/K(CH4) = 2.04, |J/J(CH4)| = 1.62
GeH4: K = 233.2 10^19 T^2/J, K/K(CH4) = 5.64, |J/J(CH4)| = 0.78
SnH4: K = 428.5 10^19 T^2/J, K/K(CH4) = 10.36, |J/J(CH4)| = 15.44
C atom: D nonrel = 3.08 a0^-3, D rel = 3.09 a0^-3, rel/nonrel = 1.004
Si atom: D nonrel = 4.68 a0^-3, D rel = 4.79 a0^-3, rel/nonrel = 1.022
Ge atom: D nonrel = 11.95 a0^-3, D rel = 13.64 a0^-3, rel/nonrel = 1.141
Sn atom: D nonrel = 15.61 a0^-3, D rel = 22.00 a0^-3, rel/nonrel = 1.409
C: D/D(C) nonrel = 1.00, rel = 1.00, residual K growth / D rel growth = 1.00
Si: D/D(C) nonrel = 1.52, rel = 1.55, residual K growth / D rel growth = 1.32
Ge: D/D(C) nonrel = 3.88, rel = 4.41, residual K growth / D rel growth = 1.28
Sn: D/D(C) nonrel = 5.07, rel = 7.11, residual K growth / D rel growth = 1.46
C to Si: K factor = 2.04, D rel factor = 1.55, D nonrel factor = 1.52
Si to Ge: K factor = 2.76, D rel factor = 2.85, D nonrel factor = 2.55
Ge to Sn: K factor = 1.84, D rel factor = 1.61, D nonrel factor = 1.31
hydrogen 1s density = 0.3183 a0^-3
prefactor mu0^2 g^2 muB^2/36 = 1.5126e-59 T^2 J^0 m^6
CH4: effective gap of bond model = 10.23 eV
SiH4: effective gap of bond model = 7.74 eV
GeH4: effective gap of bond model = 8.00 eV
SnH4: effective gap of bond model = 7.03 eV
Mg 3s density: radial code 1.5809, pyscf 1.5809 a0^-3
hydrogenlike Z=50 1s relativistic factor = 1.241
largest virial error = 1.5e-07 (no unit)
OK
```
